# Poole-Frenkel barrier lowering at a deep donor in silicon

## Problem

Substitutional sulfur and selenium atoms are deep donors in silicon. Consider such a donor in the depletion layer of a reverse-biased junction. It can give up two electrons, and we follow the first. The donor is neutral before this electron leaves and has charge $+e$ afterwards. This charge left behind is the one that pulls on the departing electron.

The local field is $F=100$ kV/cm, the dielectric constant is $\varepsilon_r=11.7$ and the temperature is 300 K. The electron is bound by $E_b=300$ meV, a rough value for neutral substitutional sulfur or selenium.

(a) Find the potential energy of the electron on the line along which the field pushes it, and locate the top of the barrier.

(b) Show that the field lowers this one-dimensional barrier by about 70 meV.

(c) By what factor does the lowering raise the thermal emission rate, if the electron can leave along this line alone and the rate prefactor is unchanged?

(d) Estimate the effects of tunnelling, of motion across the line, and of the field on the bound level.

## Hints

**Hint 1.** Let $x>0$ be the distance from the centre in the direction of the electric force on the electron. Since the electron is negative, this direction is opposite to the electric field vector. Both contributions to the potential energy are then negative.

**Hint 2.** Without the field, the electron must climb to the conduction-band edge far from the centre. With the field, it must reach the highest point on its way out. The lowering is the difference between these two heights.

**Hint 3.** At the highest point the Coulomb attraction and the force of the field balance. Compare the two terms of the potential energy there.

**Hint 4.** For numbers, use $e^2/(4\pi\varepsilon_0)=1.4400$ eV nm. A field of 100 kV/cm exerts a force of 10.0 meV/nm on an electron.

**Hint 5.** For part (d), expand the potential energy to second order about the barrier top. It is a maximum along the line and a minimum across it.

## Solution

### (a) The potential energy and its maximum

Treat the ionized donor as a point charge $+e$ in a uniform, linear dielectric, without screening by free carriers. The last condition suits a depletion layer. Take the field as uniform over the few nanometres that matter. With the energy zero at the conduction-band edge at the centre's position, before the Coulomb term is added,

$$V(x)=-\frac{A}{x}-eFx,\qquad A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.$$

The first term is the attraction of the centre. The second falls with $x$ because the field does positive work on the electron as it moves outward. Here $F$ is a positive field strength and $e$ the positive elementary charge.

The slope is

$$\frac{dV}{dx}=\frac{A}{x^2}-eF.$$

Setting it to zero gives $x^2=A/(eF)$, and since $x$ is positive,

$$x_0=\sqrt{\frac{A}{eF}}.$$

The second derivative, $V''(x_0)=-2A/x_0^3$, is negative, so this is a maximum. For $x<x_0$ the centre pulls harder than the field; for $x>x_0$ the field wins and carries the electron away.

The numbers are

$$A=\frac{1.4400\ \text{eV nm}}{11.7}=0.1231\ \text{eV nm}=123.1\ \text{meV nm},$$

$$x_0=\sqrt{\frac{123.1\ \text{meV nm}}{10.0\ \text{meV/nm}}}=3.51\ \text{nm}.$$

This is about 6.5 lattice constants, with the rough value 0.54 nm for silicon. The barrier top therefore lies well outside the core of the defect, where a point charge in a continuous dielectric is a reasonable description. The same description would not give the binding energy of a deep donor, which depends on the core; that is why $E_b$ is an input.

### (b) The lowering

Insert $x_0$ in each term of $V$:

$$\frac{A}{x_0}=A\sqrt{\frac{eF}{A}}=\sqrt{AeF},\qquad eFx_0=eF\sqrt{\frac{A}{eF}}=\sqrt{AeF}.$$

The two terms are equal, so $V(x_0)=-2\sqrt{AeF}$. Without the field the electron had to reach $V=0$, the limit of $-A/x$ at large distance. The lowering is

$$\Delta=0-V(x_0)=2\sqrt{AeF}.$$

To display the constants, take the factor 2 under the root, where it becomes 4 and cancels the 4 in $A$:

$$\Delta=\sqrt{\frac{4e^3F}{4\pi\varepsilon_0\varepsilon_r}}=\sqrt{\frac{e^3F}{\pi\varepsilon_0\varepsilon_r}}.$$

For the present field,

$$\Delta=2\sqrt{(123.1\ \text{meV nm})(10.0\ \text{meV/nm})}=2\times35.08\ \text{meV}=70.16\ \text{meV}.$$

This is the required 70 meV. A direct numerical search for the maximum of $V$ also returns 70.16 meV.

Half of the lowering is the work done by the field between the centre and $x_0$. The other half appears because the electron no longer has to climb the rest of the Coulomb well: at $x_0$ it is still 35.08 meV below the Coulomb potential's value at infinity.

The square root has a simple origin. A stronger field does more work per nanometre, but it also moves the barrier top inward as $F^{-1/2}$. The product $eFx_0$ thus grows as $F^{1/2}$. At fixed dielectric constant, four times the field gives twice the lowering. As $F\to0$ the lowering vanishes and the barrier top moves to infinity; in a real crystal the formula loses its meaning before that, when $x_0$ reaches the distance to other charges or to the edge of the field region.

The electron's mass does not appear in $\Delta$, because a classical barrier height depends on potential energy alone. The anisotropic effective mass of silicon will enter in part (d).

### (c) The emission rate

If the bound level stays at $-E_b$, the barrier that remains is

$$E_b-\Delta=300-70.2=229.8\ \text{meV}.$$

For classical thermal escape with an unchanged prefactor, the rates with and without the field are proportional to $e^{-(E_b-\Delta)/kT}$ and $e^{-E_b/kT}$. Their ratio is $e^{\Delta/kT}$, in which the binding energy cancels. At 300 K, $kT=25.85$ meV, so

$$\gamma=\frac{\Delta}{kT}=\frac{70.16}{25.85}=2.714,\qquad e^\gamma=15.09.$$

The field raises the one-dimensional rate about fifteenfold. At 400 K, with field and dielectric constant held fixed, the factor is 7.66. The rate itself contains $e^{-(E_b-\Delta)/kT}$, which grows on heating; what shrinks is the advantage due to the field.

The argument needs $E_b>\Delta$, with enough barrier left to make escape a rare thermal event. Here the remaining barrier is 8.9 times $kT$, so the condition holds.

### (d) What the classical line leaves out

**Shape of the saddle.** Let $s=x-x_0$ and let $y$ be a distance across the line. Along the line the curvature is $-2A/x_0^3$, as found above. Across it only the Coulomb term changes:

$$-\frac{A}{\sqrt{x_0^2+y^2}}\approx-\frac{A}{x_0}\left(1-\frac{y^2}{2x_0^2}\right)=-\frac{A}{x_0}+\frac{A}{2x_0^3}\,y^2.$$

The curvature is $+A/x_0^3$ in each of the two transverse directions. Writing a curvature as mass times squared frequency gives

$$\omega^2=\frac{2A}{m_xx_0^3},\qquad \Omega^2=\frac{A}{m_yx_0^3},$$

where $m_x$ and $m_y$ are the effective masses along and across the line. Define $u=\hbar\omega/kT$ and $v=\hbar\Omega/kT$.

**Tunnelling near the top.** At a depth $\epsilon$ below the top of the inverted parabola, the tunnelling exponent is

$$S=\frac{2}{\hbar}\int\sqrt{2m_x\left(\epsilon-\tfrac12m_x\omega^2s^2\right)}\,ds.$$

The integral is the area of a half ellipse with semi-axes $\sqrt{2m_x\epsilon}$ and $\sqrt{2\epsilon/(m_x\omega^2)}$. Their product is $2\epsilon/\omega$, the half area is $\pi\epsilon/\omega$, and $S=2\pi\epsilon/(\hbar\omega)$. I use the standard transmission of an inverted parabola, $1/(1+e^{S})$, which also holds above the top with negative $\epsilon$. With $E=-\epsilon$ measured upward from the top, the thermal average relative to classical passage is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-E/kT}}{1+e^{-2\pi E/\hbar\omega}}\,\frac{dE}{kT}.$$

The corresponding classical integral, with transmission 1 above the top and 0 below, equals 1. Put $q=2\pi E/(\hbar\omega)$ and $p=u/(2\pi)$. Then $\kappa=pI$ with

$$I=\int_{-\infty}^{\infty}\frac{e^{-pq}}{1+e^{-q}}\,dq,\qquad 0<p<1.$$

Close the path with the line $q+2\pi i$, on which the integrand is multiplied by $e^{-2\pi ip}$. The enclosed pole at $q=i\pi$ has residue $e^{-i\pi p}$, and the short sides vanish for $0<p<1$. Hence

$$I\left(1-e^{-2\pi ip}\right)=2\pi i\,e^{-i\pi p}
\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi p},$$

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad u<2\pi.$$

At lower temperature $u$ grows, and at $u=2\pi$ this near-top description fails.

**Motion across the line.** The energy levels of a transverse oscillator give the sum

$$\sum_{n=0}^{\infty}e^{-(n+1/2)v}=\frac{e^{-v/2}}{1-e^{-v}}=\frac{1}{2\sinh(v/2)}.$$

The classical phase-space value is $kT/(\hbar\Omega)=1/v$. The quantum correction is therefore $(v/2)/\sinh(v/2)$ for each transverse direction. It is below one because zero-point energy raises the effective pass.

For small $u$ and $v$ the factors are $1+u^2/24$ and $1-v^2/24$. With one isotropic mass, $u^2=2v^2$, so the leading tunnelling gain cancels the loss from the two transverse directions. Unequal masses spoil this cancellation.

Take rough silicon masses of $0.19\,m_0$ and $0.92\,m_0$, with the field along a cube axis. The tunnelling factors are 1.158 for the light mass and 1.030 for the heavy one; the transverse factors are 0.932 and 0.985. If the valley's long axis is parallel to the field, the heavy mass lies along the line and the light mass across it twice:

$$1.030\times0.932^2\approx0.895.$$

If the long axis lies across the field, the net factor is $1.158\times0.932\times0.985\approx1.06$. In this estimate the quantum corrections change the rate by roughly ten per cent or less relative to classical passage over the same saddle.

The parabola is itself approximate. Using the true barrier below the top, and the parabola's transmission above it, changes the tunnelling factors to 1.134 and 1.027. Neither version treats the reflection of the electron wave by the true barrier exactly. For the light mass, whose wavelength is not short compared with $x_0$, an exact treatment can remove most of the tunnelling gain. The sign of the net correction for a valley across the field is therefore uncertain. Its size depends on how the core of the defect reflects the wave and can reach about a quarter. Across the line, the classical thermal spread is $\sqrt{kTx_0^3/A}\approx3$ nm, comparable with $x_0$, so the transverse factors are estimates of size.

**Tunnelling straight from the level.** For the light mass, the exponent through the whole barrier at the bound level is 44.9, against a thermal exponent of 8.9. The difference of 36 makes direct tunnelling negligible at 300 K for any ordinary ratio of prefactors. Cooling at fixed field raises the thermal exponent as $1/T$ and would bring the two exponents together near 60 K. At that temperature tunnelling from thermally reached energies between the level and the top is already faster than either route, and tunnelling straight from the level takes over only near 40 K.

**Shift of the bound level.** The first-order shift is proportional to the mean displacement of the bound electron. For a non-degenerate state at a tetrahedral site this vector must be unchanged by all rotations of the site, so it is zero. The second-order shift has the size $(eFa)^2/E_b$, where $a=\hbar/\sqrt{2mE_b}$ is the decay length of the bound state. The light mass gives $a=0.82$ nm, and

$$\frac{(10.0\ \text{meV/nm}\times0.82\ \text{nm})^2}{300\ \text{meV}}\approx0.22\ \text{meV}.$$

This estimate is generous: a one-electron level bound by a short-range core with a Coulomb tail shifts by only about 0.04 meV. Either value is small enough to justify the fixed level.

### The junction behind the numbers

A one-sided junction with a rough doping of $10^{16}$ cm$^{-3}$ reaches a peak field of 100 kV/cm when its depletion layer is 647 nm wide. The field falls linearly to zero across that width, so the layer carries $\tfrac12\times0.01\ \text{V/nm}\times647\ \text{nm}\approx3.2$ V. These are ordinary conditions for a reverse-biased silicon diode, and the field is about a quarter of the breakdown value, which is roughly 400 kV/cm at this doping. Over the distance $x_0$ the field changes by 0.54 kV/cm. One ionized neighbour at the mean spacing of 46.4 nm contributes 0.57 kV/cm. Either change is about half a per cent of $F$. The neighbour moves $\Delta$ by about 0.2 meV, and the gradual change over $x_0$ by about half as much. For randomly placed donors the nearest neighbour lies on average at about 26 nm, and from there it can move $\Delta$ by up to about 0.7 meV, still only one per cent. A real electron is also not confined to a single line; Variation 2 estimates the consequence.

## Variation 1: another charge, and a shallow donor

**Question.** What is the lowering if the centre is already $+e$ before it emits an electron? And at what field does a donor with a rough binding energy of 45 meV lose its barrier altogether?

**Solution.** The centre left behind now has charge $+2e$. The Coulomb term is doubled, so $A$ is replaced by $2A$ and

$$\Delta_2=2\sqrt{2AeF}=\sqrt2\,\Delta=99.2\ \text{meV}.$$

The charge after emission is thus part of the statement of the problem. A trap that is negative when full and neutral when empty leaves no long-range Coulomb well, and this formula then gives no lowering.

For the shallow donor, with charge $+e$ left behind, the barrier closes when $E_b=2\sqrt{AeF}$. Squaring and solving for the force gives

$$eF=\frac{E_b^2}{4A}=\frac{(45\ \text{meV})^2}{4\times123.1\ \text{meV nm}}=4.11\ \text{meV/nm},$$

or $F=41.1$ kV/cm. At 100 kV/cm the classical barrier top would lie about 25 meV below the unperturbed level. There is then no barrier for thermal emission to cross, and $e^{\Delta/kT}$ is no longer a rate enhancement. The formula for the height of the potential maximum still holds; its use for emission requires a bound level that lies several $kT$ below that maximum. Near closure, tunnelling and the distortion of the bound state must also be treated, so 41.1 kV/cm marks the classical limit and is not a sharp ionization threshold.

## Variation 2: escape in all directions

**Question.** Suppose the electron may leave along any straight ray from the centre, with all directions equally likely. Let the barrier in the backward half-space keep its zero-field height. What is the average enhancement at 300 K?

**Solution.** On a ray at angle $\theta$ to the force, the potential energy is

$$V(r)=-\frac{A}{r}-eFr\cos\theta.$$

For $\cos\theta>0$ this is the original problem with $F$ replaced by $F\cos\theta$, so the lowering is $\Delta\sqrt{\cos\theta}$. Let $c=\cos\theta$. Equal solid angles correspond to equal intervals of $c$ between $-1$ and 1, with weight $\tfrac12dc$. The backward half contributes $\tfrac12$, and the average is

$$R=\frac12+\frac12\int_0^1e^{\gamma\sqrt c}\,dc.$$

Substitute $c=s^2$, $dc=2s\,ds$, and integrate by parts:

$$\frac12\int_0^1e^{\gamma\sqrt c}\,dc=\int_0^1s\,e^{\gamma s}\,ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

With $\gamma=2.714$ and $e^\gamma=15.09$,

$$R=\frac12+\frac{1+1.714\times15.09}{2.714^2}\approx4.15.$$

The one-dimensional factor of 15.09 has fallen to 4.15. An observer who interpreted this average as $e^{\Delta_{\rm eff}/kT}$ would infer

$$\Delta_{\rm eff}=kT\ln R=25.85\ \text{meV}\times\ln4.15\approx36.8\ \text{meV}.$$

The barrier in the forward direction is still lowered by 70 meV; the smaller effective value arises because most directions gain less. For weak fields, expanding the integrand gives $R\approx1+\gamma/3$, compared with $1+\gamma$ on the line. For $\gamma\gg1$, $R\approx e^\gamma/\gamma$: the exponent is the one-dimensional one, but only a narrow range of directions near the force benefits fully.

The straight rays and the unlowered backward barrier are conventions of this model. A real electron can start backward and be turned round by the field, so 4.15 is a rough estimate and not a complete three-dimensional rate calculation. Two limits for the same Coulomb potential and field, with one isotropic mass, show how rough it is. If electrons start from the centre equally in all directions and follow classical orbits without scattering, the factor is about 7.3. If they scatter often and escape by diffusion, Onsager's theory gives $2I_1(\gamma)/\gamma\approx2.3$, where $I_1$ is a modified Bessel function. All three values lie well below 15.09, so for these numbers direction matters far more to the rate than the quantum corrections of part (d).

## Numbers as computed

```
Field: 100 kV/cm
Dielectric constant: 11.7
Temperature: 300 K
Thermal energy kT: 25.85 meV
e^2/(4 pi eps0): 1.4400 eV nm
A = e^2/(4 pi eps0 eps_r): 0.1231 eV nm
Force eF: 10.0 meV/nm
Barrier-top distance x0: 3.508 nm
Coulomb term at x0: -35.08 meV
Field term at x0: -35.08 meV
Lowering, formula: 70.16 meV
Lowering, numerical maximum: 70.16 meV
Lowering if charge left is +2e: 99.23 meV
Deep donor binding (rough): 300 meV
Deep donor barrier left: 229.8 meV
Shallow donor binding (rough): 45 meV
Field closing shallow barrier: 41.1 kV/cm
gamma = lowering/kT: 2.714
1D rate enhancement, 300 K: 15.09
1D rate enhancement, 400 K: 7.66
Direction-averaged enhancement: 4.15
Equivalent averaged lowering: 36.8 meV
Transverse mass (rough): 0.19 m0
Longitudinal mass (rough): 0.92 m0
Tunnelling factor, light mass, parabola: 1.158
Tunnelling factor, light mass, true barrier: 1.134
Tunnelling factor, heavy mass, parabola: 1.030
Tunnelling factor, heavy mass, true barrier: 1.027
Transverse factor per direction, light mass: 0.932
Transverse factor per direction, heavy mass: 0.985
Net quantum factor, valley parallel to field: 0.895
Net quantum factor, valley across field: 1.064
Direct tunnelling exponent from level: 44.9
Thermal exponent (Eb - lowering)/kT: 8.9
Decay length of bound state (estimate): 0.82 nm
Stark shift of level (estimate): 0.22 meV
Doping: 1e+16 cm^-3
Depletion width at this peak field: 647 nm
Voltage across depletion layer: 3.23 V
Field change over x0: 0.54 kV/cm
Mean donor spacing: 46.4 nm
Field of one neighbour donor: 0.57 kV/cm
Lattice constant (rough): 0.543 nm
x0 / lattice constant: 6.5
Breakdown field (rough): 300 kV/cm
Field / breakdown field: 0.33
```
